# How long a thin oxide takes to dissolve into its metal

**Question.** A flat oxide layer of initial thickness $h$ contains $N$ oxygen atoms per unit volume. It lies on metal that fills the half-space $x>0$ and is free of oxygen at time $t=0$. The system is then heated in vacuum, and oxygen passes from the oxide into solution in the metal.

Let $c(x,t)$ be the number of dissolved oxygen atoms per unit volume of metal. Assume the following.

- While any oxide remains, the metal touching it is held at the solubility $C$. Neither the reaction at the contact nor transport inside the oxide limits the rate.
- The diffusivity $D$ of oxygen in the metal is constant, and dissolved oxygen does not swell the metal.
- No intermediate oxide forms, and no oxygen is exchanged with the gas, except in part (e).
- The contact stays at $x=0$, except in part (d). This is what neglecting recession means.

**(a) Find the oxygen profile in the metal while oxide remains.**

*Answer.* The problem to solve is

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},\qquad c(0,t)=C,\quad c(x,0)=0,\quad c(\infty,t)=0 .$$

These equations contain no fixed length, so we try a profile that keeps its shape and stretches with time:

$$c=C f(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}} .$$

Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$,

$$\frac{\partial c}{\partial t}=-\frac{C\eta}{2t}f',\qquad D\frac{\partial^2c}{\partial x^2}=\frac{C}{4t}f'' .$$

Equating the two gives $f''=-2\eta f'$, hence $f'=A e^{-\eta^2}$. With $f(0)=1$,

$$f=1+A\int_0^\eta e^{-z^2}dz .$$

The integral tends to $\sqrt\pi/2$ for large $\eta$, where $f$ must vanish, so $A=-2/\sqrt\pi$. Therefore

$$c(x,t)=C\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).$$

The initial condition also holds, because $\eta\to\infty$ at any fixed $x>0$ as $t\to0$.

**(b) Show that the oxide disappears after $t_*=\pi\,(Nh/2C)^2/D$, and find its thickness before then.**

*Answer.* The flux into the metal, counted positive towards $+x$, is

$$J=-D\left.\frac{\partial c}{\partial x}\right|_{0}=-DC\left(-\frac{2}{\sqrt\pi}\right)\frac{1}{2\sqrt{Dt}}=C\sqrt{\frac{D}{\pi t}} .$$

It diverges at $t=0$, but its integral is finite. The oxygen taken up per unit area is

$$M(t)=\int_0^t J\,dt'=C\sqrt{\frac{D}{\pi}}\;2\sqrt t=2C\sqrt{\frac{Dt}{\pi}} .$$

All of it came from the oxide, whose thickness is now $h(t)$, so $N[h-h(t)]=M(t)$. The oxide is gone when $M(t_*)=Nh$:

$$\sqrt{t_*}=\frac{Nh}{2C}\sqrt{\frac{\pi}{D}}\quad\Longrightarrow\quad t_*=\frac{\pi}{D}\left(\frac{Nh}{2C}\right)^2 .$$

Because $M\propto\sqrt t$ and $M(t_*)=Nh$, we have $M(t)/(Nh)=\sqrt{t/t_*}$, and

$$h(t)=h\left(1-\sqrt{t/t_*}\right).$$

Half the oxide is gone after a quarter of the time. Doubling $h$ multiplies $t_*$ by four, since the later oxygen must enter against a flatter profile.

The infinite initial flux shows where the assumptions fail first. If the contact passes a flux $k[C-c(0,t)]$, at most $kC$, the result needs $kC\gg C\sqrt{D/(\pi t)}$ over most of the process. The condition is demanding: the time is about 30% longer than $t_*$ when $kC$ is ten times the flux at $t_*$, and 3% longer when it is a hundred times. At the end, the condition $c(0,t)=C$ lapses because its source is gone.

**(c) Evaluate the result for $h=3.0$ nm, $N=6.0\times10^{22}$ cm$^{-3}$, $C=2.0\times10^{22}$ cm$^{-3}$ and $T=650$ K. The diffusivity is $D=D_0e^{-Q/k_BT}$ with $D_0=0.50$ cm$^2$/s and $Q=2.0$ eV.**

*Answer.* The Arrhenius law gives $D=0.01556$ nm$^2$/s. The length in the formula is

$$\frac{Nh}{2C}=\frac{6.0\times3.0\ \text{nm}}{2\times2.0}=4.5\ \text{nm},$$

so

$$t_*=\frac{\pi\,(4.5\ \text{nm})^2}{0.01556\ \text{nm}^2/\text{s}}\approx4.09\times10^3\ \text{s}\approx1.1\ \text{h}.$$

After 1022 s, a quarter of this time, 1.5 nm of oxide remains. At $t_*$ the diffusion length is $\sqrt{Dt_*}=\sqrt\pi\,Nh/(2C)=8.0$ nm. It does not depend on $D$: a hotter anneal at the same $C$ reaches the same final profile sooner. That profile has $c/C=0.66$, $0.38$ and $0.08$ at depths of 5, 10 and 20 nm.

**(d) The metal atoms of the consumed oxide join the metal. Let each unit of oxide thickness consumed form a thickness $\beta$ of metal. Find the corrected time when $r=\beta C/N<1$, and evaluate it for a dioxide on metal with $5.0\times10^{22}$ atoms per cm$^3$.**

*Answer.* Keep $x$ fixed to the original metal lattice. The contact is then at $x=-s(t)$, with $s=\beta[h-h(t)]$. The metal contains all the oxygen released, $N[h-h(t)]=Ns/\beta$. This amount grows by the flux $J$ at the contact and by the oxygen stored in newly formed metal:

$$\frac{N}{\beta}\frac{ds}{dt}=J+C\frac{ds}{dt}.$$

There is still no fixed length while oxide remains, so $s=2\lambda\sqrt{Dt}$ with a constant $\lambda$. The contact lies at $\eta=-\lambda$, and the solution equal to $C$ there is

$$c=C\,\frac{\mathrm{erfc}\,\eta}{\mathrm{erfc}(-\lambda)},\qquad J=C\sqrt{\frac{D}{\pi t}}\,\frac{e^{-\lambda^2}}{\mathrm{erfc}(-\lambda)} .$$

Insert $ds/dt=\lambda\sqrt{D/t}$ into the balance and cancel $\sqrt{D/t}$:

$$\left(\frac N\beta-C\right)\lambda=\frac{C}{\sqrt\pi}\,\frac{e^{-\lambda^2}}{\mathrm{erfc}(-\lambda)}
\quad\Longrightarrow\quad
\sqrt\pi\,\lambda e^{\lambda^2}\mathrm{erfc}(-\lambda)=\frac{r}{1-r}.$$

For $\lambda>0$ the left side rises steadily from zero without limit, so there is one positive root. The oxide is gone at $t_r$, when $s=\beta h$. Thus $t_r=\beta^2h^2/(4\lambda^2D)$, and division by $t_*=\pi N^2h^2/(4C^2D)$ gives

$$\frac{t_r}{t_*}=\left(\frac{r}{\sqrt\pi\,\lambda}\right)^2 .$$

For small $r$, put $y=\sqrt\pi\lambda$. Since $\mathrm{erfc}(-\lambda)\approx1+2\lambda/\sqrt\pi=1+2y/\pi$, while $e^{\lambda^2}$ differs from 1 only at order $y^2$, the condition to second order is

$$y+\frac{2}{\pi}y^2=r+r^2 .$$

Hence $y=r+(1-2/\pi)r^2$, and

$$\frac{t_r}{t_*}\approx1-2\left(1-\frac2\pi\right)r .$$

The 1 in the bracket comes from oxygen stored in the new metal, which speeds dissolution. The $2/\pi$ comes from the weaker gradient at a retreating contact, which slows it. Storage wins, so recession shortens the time. The result of part (b) is the limit $r\to0$.

Here the oxide holds $N/2=3.0\times10^{22}$ metal atoms per cm$^3$, so $\beta=3.0/5.0=0.60$ and $r=0.60\times2.0/6.0=0.20$. Solving numerically for the root gives $\lambda=0.1222$ and $t_r/t_*=0.853$, or $t_r\approx3.5\times10^3$ s. The first-order formula gives 0.855. Neglecting recession therefore costs about 15% of $t_*$ in this example.

**(e) Return to a fixed contact. Residual gas now supplies $F$ oxygen atoms per unit area and time, which form more of the same oxide. When does the oxide disappear, and when does it survive? Evaluate for O$_2$ at $5.0\times10^{-10}$ Torr and 300 K, with every arriving molecule captured.**

*Answer.* The metal must now take up the original oxygen and the supplied oxygen:

$$Nh+Ft=2C\sqrt{\frac{Dt}{\pi}} .$$

Divide by $Nh$, and define $u=\sqrt{t/t_*}$ and $q=Ft_*/(Nh)$. The right side becomes $u$, by part (b), so

$$1+qu^2=u,\qquad u=\frac{1-\sqrt{1-4q}}{2q}.$$

The smaller root is the one reached first. The time is $t_*u^2$, which tends to $t_*$ as $q\to0$ and reaches $4t_*$ at $q=1/4$. For $0<q<1/4$ the clearing is only temporary if the supply and the heating continue. A steady flux $F$ into the metal raises its surface concentration as $2F\sqrt{t/(\pi D)}$ at long times, so the concentration reaches $C$ again and oxide re-forms (for the values below, in semi-infinite metal, at about $80\,t_*$). For $q>1/4$ there is no real root: the remaining fraction $1+qu^2-u$ has the positive minimum $1-1/(4q)$. The oxide then thins for a while, but it grows again because the uptake rate falls as $1/\sqrt t$ while the supply is steady.

Kinetic theory gives $p/\sqrt{2\pi mk_BT_g}$ arriving molecules per unit area and time, where $p$ is the pressure, $m$ the molecular mass and $T_g$ the gas temperature. With two atoms per molecule, $F=3.585\times10^{11}$ cm$^{-2}$ s$^{-1}$. The oxide initially holds $Nh=1.80\times10^{16}$ atoms per cm$^2$, so

$$q=\frac{3.585\times10^{11}\times4089}{1.80\times10^{16}}=0.081 .$$

The time rises by a factor 1.21. Since $q\propto p$, the oxide survives above about $1.5\times10^{-9}$ Torr in this model. If fewer molecules are captured, this limit is higher.

**(f) The metal is really a film of thickness $L$ with a closed back face. When may it be treated as semi-infinite? Then judge the estimate for the activation of a getter film.**

*Answer.* A film can hold at most $CL$ atoms per unit area, so complete dissolution needs $L>Nh/C=9.0$ nm. For the time, expand the deficit $C-c$ in the functions $\sin(k_nx)$ with $k_n=(2n+1)\pi/(2L)$. They vanish at the contact and have zero slope at the back face. The initial deficit $C$ has coefficients $2C/(k_nL)$, each term decays as $e^{-k_n^2Dt}$, and $\int_0^L\sin(k_nx)\,dx=1/k_n$. The uptake is therefore

$$M_L(t)=CL\left[1-\sum_{n=0}^{\infty}\frac{2}{k_n^2L^2}\,e^{-k_n^2Dt}\right].$$

Solving $M_L=Nh$ numerically gives $1.33\,t_*$ for $L=10$ nm and $1.0005\,t_*$ for $L=20$ nm. About twice the minimum thickness is thus enough here. The back face matters little until oxygen reaches it and the lowered gradient is felt at the contact.

A getter is activated by heating it in vacuum so that its native oxide dissolves and a reactive surface is left. The time $t_*$ marks only the loss of the oxide. The metal surface then still holds oxygen at the concentration $C$, which falls only slowly as further heating spreads the oxygen inward. With no gas supply it is $(2C/\pi)\arcsin\sqrt{t_*/t}$, which is $C/2$ at $2t_*$ and $C/10$ at about $41\,t_*$. An oxide of a few nanometres, a solubility of tens of atomic percent and some hours at a few hundred °C are rough values for getter metals of the titanium group. The parameters above resemble lattice diffusion in such metals near 350–380 °C but describe no particular film. They give about $6.5\times10^3$ h at 250 °C and $7\times10^5$ h at 200 °C. Fine-grained alloy films that activate in about a day near 200 °C are therefore not described by this barrier. For a film one micrometre thick, the closed back face would be unimportant. Other assumptions matter more:

- **Temperature.** With $C$ fixed, the time is $7.1\times10^3$ s at 640 K and $2.4\times10^3$ s at 660 K. An error of 10 K outweighs recession. An error of 0.1 eV in $Q$, with $D_0$ fixed, changes the time by a factor of 6.
- **Diffusivity.** At such high oxygen contents $D$ need not be constant. If it falls linearly with $c$ to half its value at $c=C$, a finite-volume solution of the diffusion equation, coupled to the oxide balance, gives $1.47\,t_*$.
- **Initial oxygen.** If the metal starts at a uniform $C_0$, then $c-C_0$ obeys part (a) with $C$ replaced by $C-C_0$. The time is multiplied by $[C/(C-C_0)]^2$, which is 1.11 for $C_0=0.05\,C$.

These factors were found one at a time and need not multiply. Grain boundaries, which can carry oxygen faster than the lattice, are left out, and so are the lower oxides that titanium can form between the dioxide and the solution. For this example, an hour is an estimate of scale, not a process specification.

Numbers in the example were calculated in double precision.
